Inertial Wrinkling of a Compressed Massless Sheet on Deep Liquid

Suppose a floating film is suddenly compressed, and its wrinkle wavelength is predicted from elasticity alone by finding the wavenumber k at which the film releases most energy for a given amplitude. The answer is k² = F/(2D), where F is the compressive force per unit width and D the bending stiffness. If the film is light and the liquid deep and nearly inviscid, this wavelength is 9.5 % too long compared with that of the fastest-growing wrinkle, and the argument gives no growth time. What is missing is the inertia of the liquid, which depends on k.

**Setting and conventions**

The flat sheet lies at z = 0 with liquid of density ρ below it. Its height is h(x,t), positive upward, and it undulates along x only. The liquid is incompressible, inviscid, initially free of vorticity, and deep compared with the wavelength. Slopes are small, so I keep terms linear in h in the equations of motion. The force F > 0 is uniform and constant. Sheet mass, gravity and surface tension are left out at first. No ħ, electron mass or charge enters, so the formulas read the same in atomic units and in any other consistent units.

**Entry 1. A limp sheet, one sine wave**

Take D = 0 first. Consider the sheet element between x and x + dx. Its right neighbour pushes it to the left along the tangent, with vertical component −F h_x(x+dx). Its left neighbour pushes it to the right, with vertical component +F h_x(x). The sum is −F h_xx dx. The liquid pushes upward with p dx, where p is the pressure in excess of its value under the flat sheet. A massless element carries no net force, so

p = F h_xx.

At a crest h_xx < 0 and therefore p < 0: the low pressure there draws liquid upward and the crest rises.

Now the liquid. Its velocity is ∇φ, and incompressibility gives ∇²φ = 0. For h = a(t) cos kx, the solution that dies out at depth is

φ = B(t) e^(kz) cos kx.

The surface moves with the liquid, which to linear order means h_t = φ_z at z = 0. Hence a' = kB, or B = a'/k, a prime on a or B being a time derivative. The Bernoulli equation without gravity and without the quadratic term |∇φ|²/2 is p = −ρ φ_t, so at the surface

p = −ρ B' cos kx = −(ρ/k) a'' cos kx.

The liquid thus acts as a mass M = ρ/k per unit area. The kinetic energy confirms the factor. Here |∇φ|² = k²B² e^(2kz), since the squares of sine and cosine add to one. Integration over depth gives kB²/2, so the kinetic energy per area is

(ρ/2)(kB²/2) = ρkB²/4 = (ρ/k) a'²/4.

A layer of mass M per area moving with velocity a' cos kx has mean kinetic energy M a'²/4, so M = ρ/k again. Long waves set a thicker layer of liquid in motion and are therefore heavier.

Equating the two pressures, with h_xx = −k²h, gives

−(ρ/k) a'' = −F k² a, or a'' = (F k³/ρ) a.

Limit check: replace the compression by a tension T, so that F = −T. Then a'' = −(T k³/ρ) a, an oscillation with ω² = T k³/ρ, which is the deep-water capillary wave. With compression the same expression is a squared growth rate. It increases without bound as k grows, so a limp sheet has no fastest wavelength.

**Entry 2. Adding bending stiffness**

Bending is easiest to add through the energy. An arc element has length ds = dx √(1 + h_x²) ≈ dx (1 + h_x²/2). A sheet that keeps its arc length while undulating is therefore shortened in projection by ∫ h_x²/2 dx, and the load does work F times this shortening. The curvature is h_xx to leading order. The energy per unit width is

U = ∫ [ (D/2) h_xx² − (F/2) h_x² ] dx.

Vary h by δh and integrate by parts, twice in the first term and once in the second. The boundary terms cancel over a whole number of wavelengths:

δU = ∫ (D h_xx δh_xx − F h_x δh_x) dx = ∫ (D h_xxxx + F h_xx) δh dx.

For a massless sheet the work of the liquid, ∫ p δh dx, must equal δU for every δh. So

p = D h_xxxx + F h_xx.

With D = 0 this is the force balance of Entry 1, including its sign. For a sine of amplitude A, the mean of U per unit length is A²(Dk⁴ − Fk²)/4. I tested this against the exact arc length and curvature of sines with largest slope 0.01, at three wavenumbers. The largest relative difference was 1.4 × 10⁻⁴.

For h = a cos kx the sheet pressure has amplitude (Dk⁴ − Fk²)a. Equating it to −(ρ/k)a'' and changing both signs gives

(ρ/k) a'' = (F k² − D k⁴) a.

With a ∝ e^(σt), and after multiplication by k/ρ,

σ² = (F k³ − D k⁵)/ρ.

There are three limits to examine. For k² ≪ F/D the limp sheet returns. For k² ≫ F/D, σ² is negative and the sheet oscillates with ω² = D k⁵/ρ, a bending wave loaded by liquid. Between them lies the cutoff k_c = √(F/D), where a'' = 0 and an initial velocity makes the amplitude grow linearly in time.

**Entry 3. The fastest wrinkle**

Differentiate σ² with respect to k:

d(σ²)/dk = (3F k² − 5D k⁴)/ρ = k²(3F − 5D k²)/ρ.

The one zero at positive k is

k* = √[3F/(5D)].

Since σ² vanishes at k = 0 and at k_c and is positive between them, this point is the maximum. The second derivative agrees: (6Fk − 20Dk³)/ρ becomes (6F − 12F)k*/ρ = −6Fk*/ρ when Dk*² = 3F/5 is inserted. The same substitution gives the largest rate:

σ*² = (F k*³ − (3/5) F k*³)/ρ = (2/5) F k*³/ρ.

Thus, at fixed D and ρ, the wavelength λ* = 2π/k* varies as F^(−1/2) and the growth rate as F^(5/4).

For an independent test, the liquid was solved on a two-dimensional grid, joined to a discretized sheet energy, and diagonalized. The dimensionless inputs were F = 2.1, D = 1.3 and ρ = 0.7, in a box 8.3 fastest wavelengths long. Results from 128 and 256 points along the surface were extrapolated to zero spacing. For modes with 2 to 10 waves in the box, σ² differed from the formula by at most 4.0 × 10⁻⁴ of its peak value. The peak's wavenumber and growth rate were each 1.0001 times the predicted values.

**Entry 4. How sharply is the wavelength selected?**

A sheet released from rest with amplitude a₀ follows a = a₀ cosh σt, which approaches (a₀/2)e^(σt). Neighbouring wavenumbers grow almost as fast. Let k = k*(1 + ε). The second derivative found above gives, near the peak,

σ² ≈ σ*² − 3F k*³ε²/ρ = σ*²(1 − 7.5 ε²),

and hence σ ≈ σ*(1 − 3.75 ε²). The growth factor is then e^(σ*t) exp(−3.75 σ*t ε²), a Gaussian in ε with standard deviation

Δk/k* = 1/√(7.5 σ*t).

This holds once σ*t is large enough for the width to be small, and if the initial disturbance varies little with k over that width. At σ*t = 10 the width is 12 %. This is the width of the amplitude spectrum; the power spectrum, which goes as a², is narrower by √2, about 8 %. The quantity k* is the centre of a band that narrows slowly, and one wrinkle pattern need not show it precisely.

**Entry 5. Changing the inertia**

The factor 3/5 belongs to a light sheet on deep, inviscid liquid. To see this, let the moving mass per area vary as k^(−n). Then σ² is proportional to Fk^(2+n) − Dk^(4+n), and its maximum satisfies

(2 + n)F = (4 + n)D k².

Deep liquid has n = 1 and gives 3/5.

Now give the sheet a mass μ per area. Its equation becomes μh_tt = p − Dh_xxxx − Fh_xx, and the liquid pressure is unchanged, so

(ρ/k + μ) σ² = F k² − D k⁴.

If μk ≫ ρ, the mass no longer depends on k. Then n = 0 and k² = F/(2D). The elastic estimate of the opening is therefore correct for a heavy sheet. For a film of thickness d and density ρ_f, μk/ρ = (ρ_f/ρ)kd with kd small, so this limit suits a film in a gas rather than on a liquid: for silicon nitride on water, even a strain of 1 % gives only μk/ρ ≈ 0.8 and k² ≈ 0.56 F/D. The mass formula was tested on the same grids with μ = 0.3ρ/k*; the largest error in σ² was 3.2 × 10⁻⁴ of the massless peak value.

The other limit is a shallow layer of depth H on a rigid floor. The potential must have zero vertical derivative at z = −H, so φ ∝ cosh k(z+H). At the surface φ_z = k tanh(kH) φ, and the liquid mass becomes ρ/[k tanh(kH)]. For kH ≪ 1 this is ρ/(k²H), so n = 2 and k² = 2F/(3D). This inviscid mass also needs H much larger than the viscous layer of Entry 6. For the film of Entry 7 on water with k*H = 0.1 it is not: viscous flow in the gap happens to select the same k² = 2F/(3D), but the growth rate is about 0.01σ* instead of the inviscid 0.32σ*. For a depth of half a wavelength, tanh π = 0.996, and the growth rate at that k is 0.2 % below the deep-liquid value.

**Entry 6. A liquid that sticks to the sheet**

A real liquid has a viscosity η and does not slip along the film. Assume that the film is stiff enough in its plane to have no tangential velocity. For growth as e^(σt), the linear flow has two parts. The potential part varies as e^(kz) and carries the pressure. The vortical part carries no pressure and obeys ρσv = η(∂²/∂z² − k²)v, so it varies as e^(mz) with

m² = k² + σρ/η.

Write the vertical velocity, apart from its factor cos kx, as w = A e^(kz) + C e^(mz). Zero tangential velocity along the whole surface, together with incompressibility, requires w_z = 0 there. So kA + mC = 0, C = −kA/m, and

w(0) = A(1 − k/m) = σa.

The potential part has φ = (A/k)e^(kz), hence pressure amplitude −ρσA/k. The viscous normal stress 2ηw_z vanishes at the surface. Inserting A gives

p = −ρσ²a/[k(1 − k/m)].

The liquid mass ρ/k is thus divided by 1 − k/m. When η → 0, m → ∞ and the inviscid result returns. In the opposite limit σρ/η ≪ k², 1 − k/m ≈ σρ/(2ηk²), so p = −2ηkσa and σ = (Fk² − Dk⁴)/(2ηk) for a massless sheet. Its maximum lies at k² = F/(3D), and the elastic wavelength of the opening is then 18 % too short. The factor 3/5 therefore needs a viscous layer √(η/(ρσ)) thin compared with 1/k. A direct boundary-value solution with k = σ = 1 and η/ρ = 0.1 agreed with this mass to a relative 1.1 × 10⁻⁸.

**Entry 7. A silicon nitride film on water**

Take an amorphous film of thickness d = 200 nm and plane-strain modulus E = 270 GPa, compressed by a strain s = 1.0 × 10⁻⁴. The force is F = E d s = 33.7 eV/nm². For curvature κ the strain at distance y from the mid-plane is yκ, so the bending energy per area is (E/2)κ² ∫ y² dy = (E d³/12)κ²/2. Hence D = E d³/12 = 1.12 × 10⁹ eV. The modulus cancels from the wavenumber:

k*d = √(36s/5) = √(7.2 × 10⁻⁴) = 0.0268,
k* = 0.02683/(200 nm) = 1.34 × 10⁻⁴ nm⁻¹,
λ* = 2π/k* = 4.68 × 10⁴ nm = 4.68 × 10⁵ Å.

For the rate, put F = E d s into σ*² and take out k*²:

σ* = k* √[(2/5)(k*d) E s/ρ].

With ρ = 1000 kg/m³, E s/ρ = 2.7 × 10⁴ (nm/ns)². The square root is √(0.4 × 0.02683 × 2.7 × 10⁴) = 17.0 nm/ns, so σ* = 2.28 × 10⁻³ ns⁻¹ and the growth time 1/σ* is 438 ns.

The neglected effects can now be sized, each at its own new optimum. The ratio of sheet mass to liquid mass, μk*/ρ, is 0.08, and it lowers the growth rate by 3.8 %. No-slip viscosity lowers it by 4.6 %. This is the largest single correction, because the viscous layer thickness √(η/(ρσ*)) is about 660 nm, or 0.09/k*. If s is counted from the film floating freely under the surface tension γ of the surrounding water, the net compression is F − γ, a change of 1.3 %; the F^(5/4) law then gives a rate lower by 1.6 %. Gravity is 10⁻⁷ of Fk*². With all four included, the wavelength rises by 1.8 % and the growth rate falls by 9.5 %, so the growth time is about 480 ns.

Compressibility replaces the liquid's decay constant k by √(k² + σ²/c²), where c is the speed of sound. Since (σ*/(ck*))² = 1.3 × 10⁻⁴, this is negligible here.

**Entry 8. Where the linear stage ends, and the real film**

A sine of amplitude A shortens the film by a fraction (kA)²/4, the mean of h_x²/2. If the ends are held after loading, this equals the whole imposed strain at

A = 2√s/k* = 149 nm.

This is a scale for the amplitude, not a value that the wrinkle at k* reaches. F falls as the wrinkle grows, and the drive vanishes when F = Dk*², which is 3/5 of the initial force. Then (k*A)²/4 = 2s/5, so A = 94 nm. Without damping, a single sine overshoots to √(4/5) × 149 nm = 133 nm. The slope at 149 nm would be 0.02, still small. The fraction of F lost grows as the square of the amplitude and reaches 1 % at 15 nm. From an assumed initial amplitude of 1 nm at rest, cosh σ*t = 15 gives σ*t = 3.4, or about 1500 ns at the uncorrected rate and about 1630 ns with the corrections of Entry 7. The width formula of Entry 4 then gives roughly 20 % (the band is skewed at this stage, about −24 % and +17 %), so from a 1 nm start the linear stage ends before the wavelength is sharply selected. A start at 0.01 nm gives σ*t = 8 and a width of 13 %. Even at 149 nm the bending strain at the film surface, (d/2)k*²A, would be only 2.7 × 10⁻⁴.

Silicon nitride films a few hundred nanometres thick are real objects, and the material values used here are rough typical ones. A film floating free of its substrate has relaxed the mean stress left by deposition, so the compression must be imposed. Sudden, uniform loading is the assumption hardest to meet. In a dry film, an in-plane elastic wave travels about 4.2 × 10⁶ nm in one growth time, or 89 wavelengths. Water that sticks to the film weakens the front and delays the load behind it, so this distance is an upper limit. A film much longer than that, pushed from one end, is not uniformly loaded before wrinkles grow. Slow loading also matters: if wrinkles develop while F stays near half its final value, with D fixed, the wavelength is longer by a factor √2 and the growth time by a factor 2^(5/4) = 2.4. These changes outweigh both the corrections of Entry 7 and the 9.5 % difference in wavelength stated in the opening, so a comparison with a real film needs the whole history of the force during growth. The numerical output below lists the inputs and the separate corrections.

Calculated quantities

```
TESTS (dimensionless)
sheet energy, largest relative error: 1.4e-04
grid sigma^2, largest error / peak: 4.0e-04
grid peak wavenumber / formula: 1.0001
grid peak growth rate / formula: 1.0001
sheet-mass formula, error / peak: 3.2e-04
no-slip formula, relative error: 1.1e-08
INPUTS (rough typical material values)
film plane-strain modulus: 270 GPa
film density: 3000 kg/m^3
film thickness: 200 nm
compressive strain: 1.0e-04
water density: 1000 kg/m^3
water viscosity: 1.0 mPa s
water surface tension: 0.437 eV/nm^2
water sound speed: 1500 m/s
SIMPLE THEORY
F: 33.70 eV/nm^2
D: 1.1235e+09 eV
cutoff wavenumber: 1.7321e-04 1/nm
fastest wavenumber: 1.3416e-04 1/nm
fastest wavenumber x thickness: 0.02683
fastest wavelength: 46832 nm
fastest wavelength: 4.683e+05 angstrom
largest growth rate: 2.2839e-03 1/ns
growth time 1/sigma*: 437.8 ns
NEGLECTED EFFECTS (change of wavelength, growth rate)
sheet mass: +0.51 %, -3.79 %
no-slip viscosity: +0.67 %, -4.62 %
surface tension: +0.65 %, -1.62 %
all with gravity: +1.78 %, -9.45 %
gravity rho g/(F k*^2): 1.0e-07
surface tension / F: 0.0130
sheet mass / liquid mass: 0.0805
compressibility (sigma*/(c k*))^2: 1.3e-04
amplitude using up the strain: 149 nm
largest slope there: 0.0200
bending strain there: 2.68e-04
in-plane wave travel in 1/sigma*: 4.15e+06 nm
same distance / wavelength: 89
```
